# Screened Green Function Between Open Vacuum and a Perfect Conductor: test program

```python
"""Green function of a slab region between open vacuum and a perfect conductor.

Result under test, for parallel wavevector g > 0 and z, z' <= z1:
  G = (2 pi/g) [exp(-g|z-z'|) - exp(-g(2 z1-z-z'))]
It solves G'' - g^2 G = -4 pi delta(z-z'), bounded at z -> -infinity, G(z1)=0.
z1: conductor plane; z': source height. Lengths are in angstrom, charges in e;
multiplying by COULOMB (eV angstrom) turns potentials into volts.
An independent finite-difference solver knows only the differential equation.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solveh_banded

PI = np.pi
COULOMB = const.e / (4 * PI * const.epsilon_0) * 1e10

# Example inputs; material values are rough typical ones
surface_unit = 3.84       # silicon surface lattice unit, angstrom
period = 6 * surface_unit
g = 2 * PI / period
z0, z1, zs = 8.0, 9.0, 5.0    # half cell, conductor plane, sheet height
d = z1 - zs
width = 0.5               # Gaussian width of the sheet, angstrom
sigma0 = 0.002            # amplitude of net sheet charge, e/angstrom^2
eps_si = 12.0
screen_length = 0.5       # Thomas-Fermi length of the metal, angstrom
work_function = 4.5       # eV
metal_period = 2.9        # atomic period of the electrode, angstrom


def green(q, z, source, plane):
    return 2 * PI / q * (np.exp(-q * np.abs(z - source))
                         - np.exp(-q * (2 * plane - z - source)))


def solve_poisson(q, z, rho, eps=None, screen2=None):
    """Solve -(eps V')' + (eps q^2 + screen2) V = 4 pi rho, V=0 at both ends.
    eps and screen2 are given on the faces between grid nodes."""
    h = z[1] - z[0]
    eps = np.ones(len(z) - 1) if eps is None else eps
    react = eps * q**2 + (0 if screen2 is None else screen2)
    band = np.zeros((2, len(z) - 2))
    band[1] = (eps[:-1] + eps[1:]) / h**2 + (react[:-1] + react[1:]) / 2
    band[0, 1:] = -eps[1:-1] / h**2
    v = np.zeros(len(z))
    v[1:-1] = solveh_banded(band, 4 * PI * rho[1:-1])
    return v


h = 0.01
left = -70.0
i_s = round((zs - left) / h)
i_1 = round((z1 - left) / h)
z_open = left + h * np.arange(15001)     # reaches far beyond z1
z_cond = z_open[:i_1 + 1]                # ends on the conductor
face = (z_open[:-1] + z_open[1:]) / 2
delta_open = np.zeros(len(z_open))
delta_open[i_s] = 1 / h
delta_cond = delta_open[:i_1 + 1]

# Green function and induced surface charge; grid error is of order (q h)^2
green_error = 0.0
for q in (g, 1.0):
    v = solve_poisson(q, z_cond, delta_cond)
    exact = green(q, z_cond, zs, z1)
    green_error = max(green_error, np.max(np.abs(v - exact)) / exact.max())
    induced = -v[-2] / h / (4 * PI)
    assert abs(induced / (-np.exp(-q * d)) - 1) < 1e-4
assert green_error < 1e-4

# Dielectric half-space instead of the conductor, and its metallic limit
bare = 2 * PI / g * np.exp(-g * np.abs(z_cond - zs))
mirror = 2 * PI / g * np.exp(-g * (2 * z1 - z_cond - zs))
for eps_right in (12.0, 1e5):
    v = solve_poisson(g, z_open, delta_open, np.where(face > z1, eps_right, 1.0))
    factor = (eps_right - 1) / (eps_right + 1)
    assert np.max(np.abs(v[:i_1 + 1] - bare + factor * mirror)) < 1e-4 * bare.max()
assert np.max(np.abs(v[:i_1 + 1] - green(g, z_cond, zs, z1))) < 1e-4 * bare.max()

# Metal with a finite screening length
q_tf = 1 / screen_length
kappa = np.hypot(g, q_tf)
metal_factor = (kappa - g) / (kappa + g)
plane_shift = np.arcsinh(g / q_tf) / g
v = solve_poisson(g, z_open, delta_open, None, np.where(face > z1, q_tf**2, 0.0))
assert np.max(np.abs(v[:i_1 + 1] - bare + metal_factor * mirror)) < 1e-4 * bare.max()
shifted = green(g, z_cond, zs, z1 + plane_shift)
assert np.max(np.abs(v[:i_1 + 1] - shifted)) < 1e-4 * bare.max()

# External sheet on a thick dielectric slab, conductor across the gap
coth = 1 / np.tanh(g * d)
v = solve_poisson(g, z_cond, delta_cond, np.where(face[:i_1] < zs, eps_si, 1.0))
assert abs(v[i_s] * g * (eps_si + coth) / (4 * PI) - 1) < 1e-4
external_factor = (1 + coth) / (eps_si + coth)

# All lateral harmonics together against a real-space lattice with images
area = period**2
h_field, h_source = 2.0, 4.0
dx, dy = 0.2 * period, 0.3 * period
n = np.arange(-80, 81)
nx, ny = np.meshgrid(n, n)
keep = (nx != 0) | (ny != 0)
gx, gy = g * nx[keep], g * ny[keep]
harmonics = green(np.hypot(gx, gy), z1 - h_field, z1 - h_source, z1)
recip = (4 * PI * min(h_field, h_source)
         + np.sum(harmonics * np.cos(gx * dx + gy * dy))) / area
n = np.arange(-402, 403)
nx, ny = np.meshgrid(n, n)
r2 = (dx - nx * period)**2 + (dy - ny * period)**2
cutoff = 400 * period
r2 = r2[r2 < cutoff**2]
real = np.sum(1 / np.sqrt(r2 + (h_field - h_source)**2)
              - 1 / np.sqrt(r2 + (h_field + h_source)**2))
real += 4 * PI * h_field * h_source / (area * cutoff)   # dipole tail
assert abs(recip - real) < 1e-7 * abs(real)

# Gaussian sheet of unit charge per area: conductor and free-space solutions
profile = np.exp(-(z_open - zs)**2 / (2 * width**2)) / (width * np.sqrt(2 * PI))
v_cond = solve_poisson(g, z_cond, profile[:i_1 + 1])
v_free = solve_poisson(g, z_open, profile)[:i_1 + 1]


def image_potential(z):
    return -2 * PI / g * np.exp(-g * (2 * z1 - z - zs) + g**2 * width**2 / 2)


assert np.max(np.abs(v_cond - v_free - image_potential(z_cond))) < 1e-4 * v_cond.max()
energy_area = -PI * sigma0**2 / (2 * g) * np.exp(-2 * g * d + (g * width)**2)
energy_num = sigma0**2 / 4 * h * np.sum(profile[:i_1 + 1] * (v_cond - v_free))
assert abs(energy_num / energy_area - 1) < 1e-4
surface_factor = np.exp(-g * d + g**2 * width**2 / 2)
assert abs(v_cond[-2] / h / (4 * PI * surface_factor) - 1) < 1e-4

# Plane-wave form in the cell -z0 <= z < z0
n_grid = 320
z_cell = -z0 + 2 * z0 / n_grid * np.arange(n_grid)
rho_cell = np.exp(-(z_cell - zs)**2 / (2 * width**2)) / (width * np.sqrt(2 * PI))
k = PI / z0 * np.arange(-n_grid // 2, n_grid // 2)
coef = np.exp(-1j * np.outer(k, z_cell)) @ rho_cell / n_grid


def periodic_potential(z):
    waves = np.exp(1j * np.outer(np.atleast_1d(z), k))
    return (waves @ (4 * PI * coef / (g**2 + k**2))).real


def cell_potential(z):
    z = np.atleast_1d(z)
    ends = coef * np.cos(k * z0)
    plus, minus = np.sum(ends / (g + 1j * k)), np.sum(ends / (g - 1j * k))
    correction = 2 * PI / g * (
        np.exp(-g * (z + z0)) * plus + np.exp(-g * (z0 - z)) * minus
        + 2 * np.sinh(g * z0) * np.exp(-g * (2 * z1 - z)) * plus)
    return periodic_potential(z) - correction.real


nodes = np.rint((z_cell - left) / h).astype(int)
cell_error = np.max(np.abs(cell_potential(z_cell) - v_cond[nodes])) / v_cond.max()
assert cell_error < 1e-4

# Periodic part equals a stack of replicas; the cusp limits this quadrature
replicas = 0.0
for m in range(-12, 13):
    distance = np.abs(zs - z_cell - 2 * z0 * m)
    replicas += np.sum(rho_cell * 2 * PI / g * np.exp(-g * distance)) * 2 * z0 / n_grid
assert abs(replicas / periodic_potential(zs)[0] - 1) < 5e-4

# Self-image energy of one electron: half the image term over all wavevectors
def self_image(x):
    return -COULOMB / (4 * x)


x_test = d / 2
hankel = quad(lambda q: q / (2 * PI) * 0.5 *
              (green(q, z1 - x_test, z1 - x_test, z1) - 2 * PI / q), 0, np.inf)[0]
work = -quad(lambda x: 1 / (2 * x)**2, x_test, np.inf)[0]
assert abs(hankel / work - 1) < 1e-7
assert abs(COULOMB * work / self_image(x_test) - 1) < 1e-7

# Electron tail across the gap: psi'' = decay^2 psi under a square barrier
wave_scale = np.sqrt(2 * const.m_e * const.e) / const.hbar * 1e-10
decay = wave_scale * np.sqrt(work_function)
tail_square = np.exp(-2 * decay * d)
psi = solve_poisson(decay, z_open, delta_open)
assert abs((psi[i_1] / psi[i_s])**2 / tail_square - 1) < 1e-3
turning = COULOMB / (4 * work_function)
action = quad(lambda x: wave_scale * np.sqrt(max(work_function + self_image(x), 0)),
              turning, d)[0]
tail_lowered = np.exp(-2 * action)
assert tail_lowered > tail_square

volt = COULOMB * sigma0
field = 4 * PI * volt * surface_factor
cell_energy = COULOMB * energy_area * area
total_sheet = volt * cell_potential(zs)[0]
periodic_sheet = volt * periodic_potential(zs)[0]

print(f"Coulomb constant e^2: {COULOMB:.4f} eV angstrom")
print(f"silicon surface unit (rough): {surface_unit:.2f} angstrom")
print(f"lateral period: {period:.2f} angstrom")
print(f"parallel wavevector g: {g:.4f} 1/angstrom")
print(f"half cell z0: {z0:.1f} angstrom")
print(f"conductor plane z1: {z1:.1f} angstrom")
print(f"sheet height: {zs:.1f} angstrom")
print(f"sheet-conductor distance d: {d:.1f} angstrom")
print(f"sheet width w: {width:.2f} angstrom")
print(f"net sheet amplitude: {sigma0:.4f} e/angstrom^2")
print(f"image factor exp(-2gd): {np.exp(-2*g*d):.4f}")
print("Potential amplitudes in V:")
for height in (-5.0, 0.0, 5.0, 7.0):
    total = volt * cell_potential(height)[0]
    image = volt * image_potential(height)
    print(f" z={height:4.1f} angstrom: bare {total-image:.4f},"
          f" image {image:.4f}, total {total:.4f}")
print(f"periodic repetition, at sheet: {periodic_sheet:.4f} V")
print(f"its error against total: {100*(periodic_sheet/total_sheet-1):.1f} %")
print(f"induced charge amplitude: {-sigma0*surface_factor:.6f} e/angstrom^2")
print(f"field amplitude at conductor: {field:.4f} V/angstrom")
print(f"same field: {field*100:.2f} MV/cm")
print(f"image energy per lateral cell: {cell_energy:.5f} eV")
print("Neglected effects:")
print(f"metal screening length (rough): {screen_length:.2f} angstrom")
print(f"metal image-term factor: {metal_factor:.4f}")
print(f"equivalent plane shift: {plane_shift:.4f} angstrom")
print(f"image energy with screening: {cell_energy*metal_factor:.5f} eV")
print(f"silicon permittivity (rough): {eps_si:.1f}")
print(f"V factor if sheet is external: {external_factor:.4f}")
print(f"work function (rough): {work_function:.1f} eV")
print(f"self-image energy at mid-gap: {self_image(d/2):.3f} eV")
print(f"tail factor, square barrier: {tail_square:.2e}")
print(f"tail factor, image-lowered: {tail_lowered:.2e}")
print(f"metal atomic period (rough): {metal_period:.1f} angstrom")
print(f"its corrugation factor over d: {np.exp(-2*PI*d/metal_period):.2e}")
print("Tests:")
print(f"Green function, largest relative error: {green_error:.1e}")
print(f"plane-wave form, relative error: {cell_error:.1e}")
print(f"lattice potential, harmonics: {COULOMB*recip:.8f} V")
print(f"lattice potential, real space: {COULOMB*real:.8f} V")
print("OK")
```

Running it gives:

```
Coulomb constant e^2: 14.3996 eV angstrom
silicon surface unit (rough): 3.84 angstrom
lateral period: 23.04 angstrom
parallel wavevector g: 0.2727 1/angstrom
half cell z0: 8.0 angstrom
conductor plane z1: 9.0 angstrom
sheet height: 5.0 angstrom
sheet-conductor distance d: 4.0 angstrom
sheet width w: 0.50 angstrom
net sheet amplitude: 0.0020 e/angstrom^2
image factor exp(-2gd): 0.1129
Potential amplitudes in V:
 z=-5.0 angstrom: bare 0.0438, image -0.0049, total 0.0389
 z= 0.0 angstrom: bare 0.1713, image -0.0193, total 0.1520
 z= 5.0 angstrom: bare 0.5971, image -0.0756, total 0.5215
 z= 7.0 angstrom: bare 0.3882, image -0.1304, total 0.2578
periodic repetition, at sheet: 0.6144 V
its error against total: 17.8 %
induced charge amplitude: -0.000678 e/angstrom^2
field amplitude at conductor: 0.1227 V/angstrom
same field: 12.27 MV/cm
image energy per lateral cell: -0.02025 eV
Neglected effects:
metal screening length (rough): 0.50 angstrom
metal image-term factor: 0.7620
equivalent plane shift: 0.4985 angstrom
image energy with screening: -0.01543 eV
silicon permittivity (rough): 12.0
V factor if sheet is external: 0.1701
work function (rough): 4.5 eV
self-image energy at mid-gap: -1.800 eV
tail factor, square barrier: 1.68e-04
tail factor, image-lowered: 5.16e-03
metal atomic period (rough): 2.9 angstrom
its corrugation factor over d: 1.72e-04
Tests:
Green function, largest relative error: 1.3e-05
plane-wave form, relative error: 3.6e-06
lattice potential, harmonics: 0.46996808 V
lattice potential, real space: 0.46996808 V
OK
```
